How noisy matrices produce spurious low roots in a generalized eigenproblem

Spurious low roots of a noisy generalized eigenproblem, and what eigenvalue thresholding costs

An exciton in a two-dimensional semiconductor can be computed by expanding its wavefunction in Gaussians of closely spaced widths. Neighbouring Gaussians are nearly parallel, so the overlap matrix has very small eigenvalues. With exact integrals the lowest root of Hc = ESc lies above the true ground energy, however small those eigenvalues are. With integrals that carry independent errors, from sampling, fitting or measurement, the same equation can return a root hundreds of eV below a state bound by half an eV. Small overlap eigenvalues, noise in H, noise in S and the threshold used as a cure each play a separate part.

Conventions. Energies are in eV and lengths in Å. Matrices are real symmetric, and ‖·‖ is the spectral norm, so |vᵀAv| ≤ ‖A‖‖v‖². The columns of Φ are n linearly independent basis functions, S = ΦᵀΦ and H = ΦᵀĤΦ. The exact pencil has roots E0 < E1 ≤ … ≤ Emax with E0 nondegenerate, vectors c_k with c_jᵀSc_k = δ_jk, states ψ_k = Φc_k, and width W = Emax − E0. The smallest eigenvalue of S is s, with unit eigenvector u, and ε_u = uᵀHu/s is the energy of the state Φu. The noisy matrices are H̃ = H + ΔH and S̃ = S + ΔS, with

η_S = ‖ΔS‖,  η(E) = ‖ΔH − EΔS‖.

1. A small overlap eigenvalue alone

Define K = H − E0 S. For v = Σ a_k c_k one has vᵀSv = Σ a_k² and vᵀKv = Σ a_k²(E_k − E0), so

0 ≤ vᵀKv ≤ W vᵀSv.

Wherever S is small, K is small in the same proportion. With eigenpairs (s_i, u_i) of S, the functions Φu_i/√s_i are orthonormal, and in them Ĥ has elements h_ij = u_iᵀHu_j/√(s_i s_j), bounded by the largest |E_k|. The division by √(s_i s_j) is harmless because the numerator already contains that factor. Noise does not contain it and enters h as u_iᵀΔHu_j/√(s_i s_j).

The size of ΔS as such is not what matters. If H̃ and S̃ are the exact matrices of some other basis, the variational principle holds for them whatever ‖ΔS‖/s is. Only errors that break the tie between H and S can produce a root below the true ground energy.

2. How deep a root can lie

Write a trial energy as E = E0 − D with D > 0. Then

H̃ − ES̃ = K + (ΔH − E0ΔS) + D S̃.  (1)

If S̃ is positive definite, a matrix C̃ exists with C̃ᵀS̃C̃ = 1 and C̃ᵀH̃C̃ = diag(Ẽ_k). Then C̃ᵀ(H̃ − ES̃)C̃ = diag(Ẽ_k − E), and by Sylvester's law of inertia the number of roots below E equals the number of negative eigenvalues of (1). If S̃ is indefinite there is no minimum principle and roots may be complex: S̃ = diag(1, −1) with H̃ equal to 1 off the diagonal and 0 on it gives det(H̃ − ES̃) = −E² − 1, so E = ±i.

Let E be any real root below E0, with real unit vector v. Regrouping vᵀ(H̃ − ES̃)v = 0 gives vᵀ(K + DS)v = −vᵀ(ΔH − EΔS)v. The left side is at least Ds and the right side at most η(E), so

D s ≤ η(E) ≤ η(E0) + D η_S,

where the second step uses ΔH − EΔS = (ΔH − E0ΔS) + DΔS. For η_S < s this gives D ≤ η(E0)/(s − η_S), and for η_S ≥ s it gives no limit. If S̃ is positive definite, (1) with vᵀKv ≥ 0 gives also D ≤ η(E0)/s̃_min, with s̃_min the smallest eigenvalue of S̃.

3. Noise in H and noise in S, separated in a solvable case

Aim the noise along u: ΔH − E0ΔS = −η uuᵀ and ΔS = −η_S uuᵀ, with η > 0 and 0 ≤ η_S < s, so that S̃ stays positive definite. Equation (1) becomes

H̃ − ES̃ = A − γ uuᵀ,  A = K + DS,  γ = η + Dη_S.

A is positive definite for D > 0. A null vector obeys Ac = γ u (uᵀc), so c = γ A⁻¹u (uᵀc), and uᵀc ≠ 0 since otherwise c = 0. Multiplying by uᵀ and dividing by uᵀc gives 1 = γ uᵀA⁻¹u. Since c_jᵀAc_k = (E_k − E0 + D)δ_jk, the inverse is A⁻¹ = Σ c_k c_kᵀ/(E_k − E0 + D). With p_k = s(uᵀc_k)²,

1 = [(η + Dη_S)/s] Σ_k p_k/(E_k − E0 + D).  (2)

The p_k are probabilities. From Σ c_k c_kᵀ = S⁻¹ follows Σ p_k = s uᵀS⁻¹u = 1. From H = S(Σ E_k c_k c_kᵀ)S and Su = su follows uᵀHu = s Σ p_k E_k, so Σ p_k E_k = ε_u. At most one root lies below E0, because K − η uuᵀ is nonnegative on all vectors orthogonal to u and so has at most one negative eigenvalue.

Jensen's inequality for the convex function 1/y says that the sum in (2) is at least 1/(ε_u − E0 + D). Hence s(ε_u − E0) + sD ≥ η + Dη_S. Since E_k ≥ E0, the sum is at most 1/D, hence sD ≤ η + Dη_S. Together,

[η − s(ε_u − E0)]/(s − η_S) ≤ D ≤ η/(s − η_S).  (3)

The two kinds of noise act differently. The combination ΔH − E0ΔS sits in the numerator and competes with s(ε_u − E0), an energy, not with s itself. The noise in S sits in the denominator and makes the depth diverge as η_S → s whenever the numerator stays positive. For η → 0 at η_S = 0 the k = 0 term dominates (2) and D ≈ η(uᵀc0)², the ordinary first-order shift of the ground state. For ΔH = 0 one has η = −E0η_S, and as η_S → s the lower numerator tends to −sε_u. For ε_u < 0 the root is therefore driven to −∞. Conversely, at large D the sum in (2) is 1/D − (ε_u − E0)/D² + O(1/D³), so (2) becomes s − η_S = [η − η_S(ε_u − E0)]/D + O(1/D²) = −η_S ε_u/D + O(1/D²). The left side is positive, so for ε_u > 0 the depth cannot grow without limit. Noise in S alone, aimed along u, thus drives a root to −∞ from the positive definite side only if ε_u ≤ 0, which depends on the zero of energy in which H is stored. For large D the denominators in A⁻¹ become nearly equal, so c ∝ S⁻¹u ∝ u. Normalization to cᵀS̃c = 1 then gives ‖c‖² ≈ 1/(s − η_S), and the energy cᵀHc/cᵀSc in the exact matrices tends to ε_u. The spurious root then belongs to the state Φu, of true energy ε_u (far above E0 in the example below), whose norm and energy have been misreported.

4. Random noise

Keep only the direction u. The quotient is q = m/y with m = sε_u + a, y = s + b, a = uᵀΔHu and b = uᵀΔSu, taken as independent Gaussians. For q < −X one needs y in (−m/X, 0) if m > 0, or in (0, |m|/X) if m < 0. Either interval has length |m|/X and touches y = 0, where the density of y is p_b(−s). For large X the density is constant over the interval, and

P(q < −X) → p_b(−s) E|m| / X.  (4)

The density falls as 1/X², so q has no mean, and averaging roots over noisy runs does not converge. When the spread of b is far below s, p_b(−s) is exponentially small and the tail is invisible.

5. Thresholding: the noise part

Let the orthonormal columns of V be the eigenvectors of S̃ with s̃ > τ. Let Ẽ_τ be the lowest root of (VᵀH̃V, VᵀS̃V) and E_V that of the exact matrices in the same subspace, (VᵀHV, VᵀSV). Then

Ẽ_τ − E0 = T + N,  T = E_V − E0,  N = Ẽ_τ − E_V.

For v in the range of V, vᵀS̃v ≥ τ‖v‖² and vᵀ(H − E_V S)v ≥ 0. Therefore vᵀ(H̃ − E_V S̃)v ≥ −η(E_V)‖v‖² ≥ −[η(E_V)/τ] vᵀS̃v, and dividing by vᵀS̃v gives N ≥ −η(E_V)/τ. For the other side take the vector x that attains E_V, for which xᵀ(H − E_V S)x = 0. Then xᵀ(H̃ − E_V S̃)x ≤ η(E_V)‖x‖² ≤ [η(E_V)/τ] xᵀS̃x, and Ẽ_τ lies at or below this quotient. So

|N| ≤ η(E_V)/τ.

The first argument with E0 in place of E_V gives the floor Ẽ_τ ≥ E0 − η(E0)/τ. The typical shift is smaller. Scale the noise by λ at fixed V, differentiate the projected eigenvalue equation at λ = 0 and multiply by xᵀ with xᵀSx = 1. The term containing the derivative of x vanishes because the projected H − E_V S annihilates x, which leaves

N ≈ xᵀ(ΔH − E_VΔS)x,

of size at most η‖x‖². In this first-order regime the bound is approached only if ‖x‖² is near 1/τ. Outside it, a different vector can become the lowest root: by (3), noise aimed at a kept direction with overlap eigenvalue near τ gives a depth near η/τ once η far exceeds τ times that direction's excitation energy, whatever ‖x‖² is.

6. Thresholding: the truncation part

Split ψ0 = p + q, with p the orthogonal projection on the span of ΦV, ‖p‖² = cos²θ and ‖q‖² = sin²θ. The overlaps of ψ0 with the columns of ΦV are Vᵀg with g = Sc0, and their Gram matrix is VᵀSV, so cos²θ = gᵀV(VᵀSV)⁻¹Vᵀg. Let K̂ be Ĥ − E0 restricted to the span of Φ, so K̂ψ0 = 0 and 0 ≤ K̂ ≤ W. Using p = ψ0 − q as trial state, ⟨p|K̂|p⟩ = ⟨q|K̂|q⟩ ≤ W sin²θ, and division by cos²θ gives the upper bound. Any normalized φ in the subspace has ⟨φ|ψ0⟩² = ⟨φ|p⟩² ≤ cos²θ, so its weight on excited states is at least sin²θ, which gives the lower bound:

(E1 − E0) sin²θ ≤ T ≤ W tan²θ.  (5)

The distance sin θ is at most the distance from ψ0 to the particular member ΦVVᵀc0. With Q = 1 − VVᵀ that distance squared is (Qc0)ᵀ(S̃ − ΔS)(Qc0), and S̃ ≤ τ on the discarded space, so

sin²θ ≤ (τ + η_S)‖Qc0‖².

For a given noise draw a larger τ keeps a subspace of what a smaller τ keeps, so T ≥ 0 never decreases with τ. For small θ and η_S ≪ τ the total bound is W‖c0‖²τ + η/τ. Its derivative vanishes at τ* = √(η/(W‖c0‖²)), where it equals 2√(ηW‖c0‖²). The guaranteed error scales as √η, not η.

7. Worked example

Take Ĥ = −t∇² − w/r in two dimensions, with chosen reduced mass 0.25 mₑ and dielectric constant 5. A uniform dielectric constant is a simplification, and the digits below belong to this model only. Then t = ħ²/2μ = 15.23993 eV Å² and w = e²/(4πε0ε) = 2.87993 eV Å. Since ∇²e^(−κr) = (κ² − κ/r)e^(−κr), the 1/r terms cancel for κ = w/t = 0.18897 Å⁻¹, and E_exact = −w²/t = −0.544228 eV.

The basis is 16 functions √(2a/π) e^(−ar²) with a = 0.002 × 1.5^k Å⁻², k = 0…15, the largest being 0.8758 Å⁻². With P = a + b, the plane integrals of e^(−Pr²) times 1, r² and 1/r are π/P, π/P² and π√(π/P), and the product of the gradients carries the factor 4ab r². Hence

S_ab = 2√(ab)/(a + b),
H_ab = [4t ab/(a + b) − w√(π(a + b))] S_ab.

These were confirmed by quadrature. Diagonalization in 40-digit arithmetic gives E0 = −0.542599 eV, which is 1.6285 meV above E_exact, with E1 − E0 = 0.49609 eV, W = 198.01 eV and ‖c0‖² = 133.71. These are properties of this finite basis, which is not converged: continuing the series to 20 functions lowers the error to 0.33 meV, and the exact gap to the 2s level is (8/9)w²/t = 0.48376 eV. The overlap eigenvalues begin 1.03e−8, 7.29e−8, 4.04e−7, 1.96e−6 and end at 10.4. With s = 1.0309e−8 and ε_u = 44.972 eV, s(ε_u − E0) = 4.6922e−7 eV.

Consistent errors. Random relative changes of 1e−3 in the exponents gave ‖ΔS‖ ≥ 1.46e−3 in 50 draws, about 1e5 times s. The lowest root found was −0.542600 eV, just below E0 because the basis differs, and above E_exact.

Aimed noise. Choose η = 2s(ε_u − E0) = 9.3844e−7 eV. At η_S = 0, (3) gives 4.6922e−7/1.0309e−8 ≈ 45.5 eV and twice that, and both limits scale as 1/(1 − η_S/s). The columns are η_S/s, lower limit, D by diagonalization, upper limit, and the energy of the vector in the exact matrices, all energies in eV:

0.00   45.51   59.14   91.03   23.29
0.50   91.03   111.18   182.06   28.08
0.90   455.15   491.92   910.30   38.11
0.99   4551.49   4599.53   9102.97   44.02

Root finding on (2) reproduced these depths, with 4599.52 in the last row. There ‖c‖² = 9.603e9, close to 1/(0.01 s), and the true energy approaches ε_u. An error below 1e−6 eV in H alone puts a root 59 eV too low.

Random noise. Off-diagonal elements were drawn with standard deviations σ_S = 1e−8 and σ_H = 1e−6 eV, and diagonal ones √2 times larger. For a unit vector the variance of uᵀΔu is then 2σ²Σu_i⁴ + 4σ²Σ_(i<j)u_i²u_j² = 2σ². In 2000 draws the mean norms were η_S = 7.567e−8 and η(E0) = 7.562e−6 eV. S̃ was indefinite in a fraction 0.278 of draws and complex roots appeared in 0.1095. A real root more than 1 eV below E0 appeared in 0.702, and in 0.5455 it appeared with S̃ positive definite. A successful Cholesky factorization of S̃ is thus no sign of safety. In (4) the Gaussian density is p_b(−s) = 2.1627e7 and the Gaussian average is E|m| = 1.1885e−6 eV, with product 25.704 eV. At X = 5000 eV this predicts 0.00514, against 0.00500 from Monte Carlo sampling of q. At 1000 eV it predicts 0.0257, and the full matrices gave 0.0265, which is 53 of 2000 draws with a sampling error of about √53/2000 ≈ 0.004, so this closeness is partly chance: 24000 draws give 0.0298 ± 0.0011. The one-direction law has the right 1/X form but not the exact coefficient. Noise mixes u with the other weak directions, so the null vector of S̃ is not u, and the large-X coefficient of the full matrices is about 29.6 eV. The value 25.7 eV from (4) is some 13 per cent lower, and the gap does not close as X grows.

Threshold scan over 500 draws, with columns τ, mean number kept, mean T, rms N and rms total error, in eV:

1e−9   15.73   5.58e−6   94.1   94.1
1e−8   15.46   1.08e−5   33.8   33.8
1e−7   14.03   5.71e−5   8.85e−2   8.85e−2
1e−6   13.00   1.10e−4   3.96e−6   1.10e−4
1e−5   11.00   2.63e−4   5.45e−7   2.63e−4
1e−4   10.00   3.71e−4   2.99e−7   3.71e−4
1e−3   8.00   6.64e−4   1.99e−7   6.64e−4
1e−2   6.00   1.08e−3   1.93e−7   1.08e−3

Every bound of sections 5 and 6 held in every draw. The two errors are very unequal. Between τ = 1e−7 and 1e−6 the rms noise falls by four orders of magnitude or more, while T rises only from 5.58e−6 to 1.08e−3 eV over the whole scan and stays under the 1.63 meV error of the basis itself. At τ = 1e−7, ten times s, one draw still had N = −1.395 eV. The rms in that row is set by a few such draws and is not reproducible: other sets of 500 draws give 0.17 to 1.2 eV, while the median |N| is only 9e−6 eV, against 2.6e−6 eV at τ = 1e−6. What the larger threshold removes is a rare tail of deep roots. The mean count 14.03 shows that noise sometimes lifts the eigenvalue 7.29e−8 above the threshold. The scale that τ must clear is set by the noise, not by s, and it has two parts. One is η_S. The other comes from (3), whose derivation holds for any eigenvector of S: noise aimed at a direction with overlap eigenvalue s_i and energy ε_i forces a deep root once η exceeds s_i(ε_i − E0), even at η_S = 0. With ε_u − E0 = 45.5 eV as a guide to the energy, this scale is 7.562e−6/45.5 ≈ 1.7e−7, so τ = 1e−7 lies above the mean η_S but below it. This is an order-of-magnitude guide, not a safe threshold. The condition taken from (3) is sufficient for a deep root but not necessary: in (2) the lower excited states count for more than the mean energy ε_i suggests, so aimed noise of this norm along the direction with overlap eigenvalue 4.04e−7, above the scale, already pulls a root down by 7.4 eV in the full basis and by 1.6 eV when the two weaker directions are cut. Random noise is milder, with a spread of only √2σ_H along a fixed direction. Over the scanned range, up to τ = 1e−2, too large a τ is a far cheaper mistake than too small a one.

At τ = 1e−2, with mean sin²θ = 1.024e−5, (5) reads 5.08e−6 ≤ 1.075e−3 ≤ 2.03e−3 eV. T is about half the upper limit. Since T cos²θ ≤ ⟨q|K̂|q⟩, the lost component q has a mean excitation energy of at least T/tan²θ ≈ 1.075e−3/1.024e−5 ≈ 105 eV, far above the gap E1 − E0 that sets the lower limit. The noise bound is much weaker: at τ = 1e−5 it is 0.7585 eV against an rms N of 5.45e−7 eV. In one draw ‖x‖² = 0.4015, far below 1/τ, and the first-order formula gave 4.2922e−7 eV, equal to a central difference quotient and close to the full N = 4.2751e−7 eV. The balanced bound uses W‖c0‖² = 198.01 × 133.71 = 2.648e4 eV, so τ* = √(7.562e−6/2.648e4) = 1.69e−5 with value 0.895 eV. The best scanned threshold was 1e−6, with rms error 1.096e−4 eV. The guaranteed error overstates the observed one by nearly four orders of magnitude, for two reasons. The noise bound uses only vᵀ(H − E_V S)v ≥ 0 and so discards the large excitation energy of the weak directions: at τ* the weakest kept direction has overlap eigenvalue 3.65e−5, and 3.65e−5 × 45.5 eV ≈ 1.7e−3 eV is far above η, so even the most harmful ΔH of this norm stays in the first-order regime, with |N| near η‖x‖² ≈ 3e−6 eV. The truncation bound, for its part, allows all the discarded weight of c0 to sit at the edge of the cut. A system whose ground state has real weight on directions with overlap eigenvalues below the noise scale would lose this margin: cutting them costs at least (E1 − E0) sin²θ by (5), while keeping them puts τ below the noise scale, where the scan shows N to be large.

Values computed for the example and the checks

```
inputs: mu=0.25 m_e, eps=5.0, n=16, a0=0.002 A^-2, beta=1.5, a_max=0.8758 A^-2
hbar^2/2mu=15.23993 eV A^2, e^2/(4pi eps0 eps)=2.87993 eV A, kappa=0.18897 A^-1
E_exact=-0.544228 eV, E0=-0.542599 eV, E0-E_exact=1.6285 meV
E1-E0=0.49609 eV, W=198.01 eV, |c0|^2=1.3371e+02
eig(S) 1-8 : 1.03e-08 7.29e-08 4.04e-07 1.96e-06 8.71e-06 3.65e-05 1.46e-04 5.67e-04
eig(S) 9-16: 2.14e-03 7.88e-03 2.85e-02 1.01e-01 3.55e-01 1.22e+00 3.93e+00 1.04e+01
s=1.0309e-08, eps_u=44.972 eV, s(eps_u-E0)=4.6922e-07 eV, p_0=1.349e-06
jitter 1e-3, 50 draws: min|dS|=1.46e-03, lowest root -0.542600 eV
rank-one noise eta=9.3844e-07 eV; etaS/s, D_low, D_secular, D_diag, D_up (eV), |c|^2, true E (eV)
  0.00 45.51 59.14 59.14 91.03 8.954e+07 23.29
  0.50 91.03 111.18 111.18 182.06 1.778e+08 28.08
  0.90 455.15 491.92 491.92 910.30 9.156e+08 38.11
  0.99 4551.49 4599.52 4599.53 9102.97 9.603e+09 44.02
random noise: sigS=1e-08, sigH=1e-06 eV, 2000 draws, mean etaS=7.567e-08, mean eta(E0)=7.562e-06 eV
fractions: S~ indefinite 0.2780, complex roots 0.1095
fractions: root >1 eV below E0 0.7020, same with S~>0 0.5455, root<-1000 eV 0.0265
tail: p_b(-s)=2.1627e+07, E|m|=1.1885e-06 eV, coefficient=25.704 eV
P(q<-5000 eV): formula 0.00514, Monte Carlo 0.00500; formula at 1000 eV 0.0257
500 draws: tau, kept, sin^2, gap*sin^2, T, W*tan^2 (means; eV)
  1e-09 15.73 3.682e-07 1.826e-07 5.580e-06 7.290e-05
  1e-08 15.46 7.233e-07 3.588e-07 1.082e-05 1.432e-04
  1e-07 14.03 1.426e-06 7.074e-07 5.707e-05 2.823e-04
  1e-06 13.00 2.010e-06 9.973e-07 1.099e-04 3.981e-04
  1e-05 11.00 2.824e-06 1.401e-06 2.628e-04 5.591e-04
  1e-04 10.00 3.478e-06 1.725e-06 3.710e-04 6.887e-04
  1e-03 8.00 5.862e-06 2.908e-06 6.642e-04 1.161e-03
  1e-02 6.00 1.024e-05 5.078e-06 1.075e-03 2.027e-03
tau, rms N, min N, mean eta/tau, rms(E~-E0) (eV)
  1e-09 9.409e+01 -7.815e+02 7.585e+03 9.409e+01
  1e-08 3.379e+01 -2.342e+02 7.585e+02 3.379e+01
  1e-07 8.847e-02 -1.395e+00 7.585e+01 8.847e-02
  1e-06 3.955e-06 -1.598e-05 7.585e+00 1.096e-04
  1e-05 5.447e-07 -1.879e-06 7.585e-01 2.628e-04
  1e-04 2.986e-07 -8.765e-07 7.585e-02 3.710e-04
  1e-03 1.990e-07 -7.213e-07 7.585e-03 6.642e-04
  1e-02 1.930e-07 -5.875e-07 7.585e-04 1.075e-03
best tau=1e-06, rms error=1.096e-04 eV
bound balance: W|c0|^2=2.648e+04 eV, tau*=1.69e-05, value=8.949e-01 eV
draw 0, tau=1e-5: |x|^2=4.015e-01, first order=4.2922e-07 eV, difference quotient=4.2922e-07 eV
draw 0, tau=1e-5: full N=4.2751e-07 eV, T=2.6283e-04 eV
```
